Counting three-phase triangles in a ternary diagram of stoichiometric phases

1. Definitions and conventions

Three elements A, B and C are held at fixed temperature and pressure. Every candidate phase k is a line compound: it has one composition, given by the atomic fractions

x_k = (x_A, x_B, x_C), x_A + x_B + x_C = 1,

and one formation free energy g_k per atom, measured from the pure elements, so that g = 0 for A, B and C. Energies are in millihartree (mHa). Compositions are points of an equilateral triangle with the elements at its corners, binary compounds on its sides and ternary compounds inside.

A mixture takes a fraction λ_k ≥ 0 of its atoms from phase k. The equilibrium energy per atom at composition x is

G(x) = min Σ λ_k g_k, subject to Σ λ_k x_k = x.

Adding the three components of the constraint gives Σ λ_k = 1, so this need not be imposed separately.

A phase is strictly stable if its energy lies below that of every mixture of the other phases at its composition. It is unstable if some such mixture lies below it. The marginal case of equality is excluded. An element has no competing mixture and counts as strictly stable. Of two polymorphs with the same composition, the higher one is unstable.

Let b be the number of strictly stable phases on the boundary, the three corners included, and i the number strictly inside. The diagram is nondegenerate if no plane lying on or below all the points (x_k, g_k) touches more than three of them. The statement to be proved is that the number of three-phase triangles is then

T = 2i + b − 2.

Unstable compounds enter neither i nor b.

2. Small cases by hand

With the elements alone, b = 3 and i = 0. There is one triangle, and the formula gives 0 + 3 − 2 = 1.

Let one binary AB become stable. The line from AB to C cuts the triangle in two, and the formula gives 0 + 4 − 2 = 2. If instead one ternary compound becomes stable, it is joined to all three corners. This makes three triangles, and the formula gives 2 + 3 − 2 = 3.

These cases suggest that a boundary phase adds one triangle and an interior phase adds two. Now let a new ternary compound fall on an existing interior tie line, with an energy just below it. The triangles on both sides of that line are each cut in two, so two triangles become four, and the gain is again two.

This is not yet a proof. A new compound with a very low energy can make older compounds unstable and rearrange a large part of the diagram. A count that does not depend on the order in which phases are added is needed, and for that the structure of the diagram must be derived from the minimum that defines G.

3. From the energy minimum to tangent planes

Choose a composition x that lies on no line through two phase compositions, and take a mixture that attains G(x). Suppose the vectors x_k of the phases present are linearly dependent, as they must be if there are more than three. Then there are numbers d_k, not all zero, with

Σ d_k x_k = 0, and hence Σ d_k = 0.

Changing λ_k to λ_k + t d_k keeps the composition and changes the energy by t Σ d_k g_k. For small t of either sign all weights stay positive, so this sum must vanish, or one sign of t would lower the minimum. We may therefore increase t at no cost in energy until one weight reaches zero. Repeating this leaves linearly independent phases, at most three. One or two phases would put x on an excluded line, so exactly three remain, and their compositions are not collinear.

Three such phases fix three chemical potentials μ = (μ_A, μ_B, μ_C) through

μ·x_j = g_j for each of the three phases j.

For every phase k define the distance above this plane,

s_k = g_k − μ·x_k.

None of these is negative. To see this, write x_k = Σ c_j x_j, where j runs over the three phases and the c_j may have either sign. Add a small amount ε of phase k and remove ε c_j of each phase j. The composition is unchanged, and the energy changes by

ε (g_k − Σ c_j g_j) = ε (g_k − μ·x_k) = ε s_k.

A negative s_k would lower the minimum, which is impossible. The plane therefore lies on or below every phase.

Now take any mixture at any composition x. Inserting g_k = μ·x_k + s_k gives

Σ λ_k g_k = μ·x + Σ λ_k s_k ≥ μ·x.

Equality holds only if every phase present has s_k = 0. Call these phases the contact set of μ, and call the region spanned by their compositions the cell of μ. Then G(x) ≥ μ·x everywhere, with equality exactly on the cell.

There are finitely many cells, because there are finitely many triples of phases. They cover all compositions except possibly points on finitely many lines. Since each cell includes its border, they cover those points as well.

Limit: with the elements alone, the conditions give μ = 0, and the single cell is the whole composition triangle.

4. How the cells fit together

Take two cells with different potentials μ and μ′, and let

h(x) = (μ′ − μ)·x.

On the first cell G = μ·x, while G ≥ μ′·x holds everywhere, so h ≤ 0 there. On the second cell the same argument gives h ≥ 0. Where they overlap, h = 0. Since μ′ ≠ μ, h does not vanish on the whole composition plane, so the overlap lies on a straight line and has no area.

More can be said. A point of the first cell with h = 0 is a mixture of contact phases, each with h(x_k) ≤ 0. The weighted sum of these values is zero, so every phase present has h(x_k) = 0. For such a phase

s′_k = s_k − h(x_k) = 0,

so it also touches the second plane. The overlap is therefore spanned by the phases common to both contact sets. Because h ≤ 0 throughout the first cell, the points with h = 0 form a corner or a complete side of it, or there are none. The same is true of the second cell. Cells thus meet at a common corner, along a complete common side, or not at all.

Next, the role of each phase. Let p be strictly stable, with x_p in some cell. Any mixture at x_p other than p alone contains a mixture of other phases at x_p, and so has an energy above g_p. Hence G(x_p) = g_p. Since G(x_p) = μ·x_p on the cell, s_p = 0 and p is in the contact set. If p were not a corner of the cell, it could be composed from other contact phases, whose mixture would have energy μ·x_p = g_p. That contradicts strict stability. A strictly stable phase is therefore a corner of every cell that contains it.

If p is unstable, g_p > G(x_p) ≥ μ·x_p for every cell, so s_p > 0 and p belongs to no contact set.

Every contact phase is thus a corner of its cell. In a nondegenerate diagram each contact set has three members, and every cell is a triangle.

5. The angle count

Let cell f have m_f corners. It is a convex polygon, so its angles add up to (m_f − 2)π. The sum over all cells can also be collected phase by phase.

Around an interior phase, a small enough disc meets only cells that contain the phase. They cover the disc without overlap, and each has the phase as a corner. Their angles add up to 2π. Around a binary phase on a side, the available region is a half disc, giving π. At the three elements the cells fill the angles of the composition triangle, giving π in all. There are b − 3 binary phases, so

Σ_f (m_f − 2) π = 2π i + π (b − 3) + π.

Dividing by π gives

Σ_f (m_f − 2) = 2i + b − 2.

In a nondegenerate diagram every m_f is 3, each term on the left equals 1, and the sum is the number of triangles:

T = 2i + b − 2.

Limits: without ternary compounds T = b − 2, so each binary adds one triangle. Without binary compounds T = 2i + 1. Both agree with the small cases of section 2, now without any assumption about how the phases were added.

6. The number of tie lines

A tie line joins two phases whose mixtures are equilibrium states. At a point on it, equality in section 3 requires both phases to be in the contact set of any cell containing that point. In a nondegenerate diagram they are then two corners of a triangle, and the tie line is one of its sides. Conversely, every side of a triangle is a tie line, since G = μ·x along it.

The T triangles have 3T sides. A side inside the diagram is shared by two triangles. The b boundary phases divide the perimeter into b segments, each belonging to one triangle. With E_in interior tie lines,

3T = 2E_in + b.

Inserting T,

2E_in = 6i + 3b − 6 − b = 6i + 2b − 6,

E_in = 3i + b − 3.

Adding the boundary segments gives the total

E = E_in + b = 3i + 2b − 3.

Each tie line gives one partner to each of two phases. The mean number of partners per phase is therefore

2E/(i + b) = (6i + 4b − 6)/(i + b) = 6 − (2b + 6)/(i + b) < 6.

Limit: for the elements alone E = 3 and the mean is 2, as it must be. An individual phase may have more than six partners; the bound concerns the mean.

7. What a tie line says about an interface

Place two strictly stable phases in contact and let w be the fraction of atoms in the first. Without reaction, the energy per atom follows the chord

L(w) = w g_1 + (1 − w) g_2.

The equilibrium energy G is convex, because optimal mixtures at two compositions can themselves be mixed. It equals L at both ends and is nowhere above it.

Suppose G = L at some inner point w0 but G < L at another point w1. Then w0 lies between w1 and one of the ends. Convexity bounds G(w0) by the weighted mean of G at w1 and at that end, which is less than L(w0). This contradicts G(w0) = L(w0). So G touches the chord everywhere or nowhere between the ends. A pair without a tie line has a driving force for reaction at every mixing ratio, and a pair with a tie line has none at any ratio.

This concerns bulk free energies. Interface energy, strain and solubility ranges can shift the balance when the driving force is small, and slow kinetics can preserve a contact that is thermodynamically unstable.

8. A model system

The phases and their energies in mHa per atom are AB −15, A2B −13, AC −40, BC −30, ABC −34, A2BC −31 and ABC2 −33, together with the elements at zero. These are chosen model values.

The compound ABC2 has the composition of an equal mixture of AC and BC, whose energy is

(−40 − 30)/2 = −35 mHa per atom.

ABC2 lies 2 mHa per atom above this and is unstable. All the others are strictly stable. For example, the best competitor of A2B is a mixture of 2/3 AB and 1/3 A, with energy −10, so A2B is stable by 3 mHa per atom.

There are three elements and four binaries, so b = 7, and two stable ternaries, so i = 2:

T = 2·2 + 7 − 2 = 9.

A separate search over all tangent planes finds nine triangles. Counting ABC2 by mistake would have predicted 11.

One triangle can be followed by hand. For A + A2B + A2BC the contact conditions are

μ_A = 0,
2μ_A + μ_B = 3·(−13) = −39,
2μ_A + μ_B + μ_C = 4·(−31) = −124.

Hence μ_B = −39 mHa and μ_C = −124 + 39 = −85 mHa. The nearby compound AC has

s = −40 − (0 − 85)/2 = +2.5 mHa per atom,

so it lies above this plane and does not take part.

The angles also balance. Nine triangles contribute 9·180° = 1620°. The phases contribute 2·360° + 4·180° + 180° = 1620°.

There are 3·2 + 2·7 − 3 = 17 tie lines, 10 of them interior. Nine phases form 36 pairs, so 19 pairs have a driving force to react. The mean number of partners is 34/9 ≈ 3.8.

9. Layers between A and B

A and B have no tie line and react on contact. The partners of A are A2B, AC and A2BC; those of B are AB, BC and ABC. The lists have no member in common, so no single layer from this set is stable against both sides. This is a property of these energies, not a general rule. The lines B–A2BC and AB–ABC cross at (0.4, 0.4, 0.2), where the second pair has the energy 0.4·(−15) + 0.6·(−34) = −26.4 mHa per atom. If A2BC is lowered just below −26.4/0.8 = −33 mHa per atom, it gains a tie line to B and keeps the one to A. All nine phases stay stable, A and B still have no tie line, and A2BC alone is stable against both sides.

AC, the compound with the lowest energy per atom, is stable against A but not against B. The reaction AC + B → ABC has the energy

3·(−34) − 2·(−40) − 0 = −22 mHa ≈ −0.60 eV per formula unit.

A low formation energy is thus no guarantee of a stable contact. The product has tie lines to both AC and B, so the sequence A|AC|ABC|B has no reacting contact. It is one of five such two-layer stacks; the others have A2B|AB, AC|BC, A2BC|AB or A2BC|ABC between A and B.

Stable contacts do not put the whole stack in equilibrium. Where A touches the stack, μ_A = 0. At the contact of ABC with B, the potentials satisfy μ_B = 0 and μ_A + μ_C = 3·(−34) = −102 mHa, which leaves one of them free. The two triangles sharing this tie line limit μ_A to the range from −42 to −30 mHa. If each contact is in local equilibrium, μ_A therefore falls by 30 to 42 mHa from the A side to the B side. This difference can drive A through the layers, so the stack works as a diffusion barrier only if transport through it is slow.

10. Changing the energies, and the degenerate case

The count depends on i and b, whereas the choice of tie lines depends on the energies. To test this, ABC2 was removed from the set of candidates and the energies of the six stable compounds were varied independently by up to 15 percent of their values, the elements staying at zero. In 35 of 60 trials all nine phases remained strictly stable. Each of these had nine triangles, but five different patterns occurred. If ABC2 is kept at −33, it becomes stable in 6 of these 35 trials; i is then 3 and there are 11 triangles, again as the formula requires.

The exchange between two patterns can be calculated. The lines A–A2BC and A2B–AC cross at the composition (0.6, 0.2, 0.2). The energies there are

0.2·0 + 0.8·(−31) = −24.8 mHa per atom,
0.6·(−13) + 0.4·(−40) = −23.8 mHa per atom.

The first pair is lower by 1.0 mHa per atom and has the tie line. Both pairs have the same energy if A2BC is raised to

−23.8/0.8 = −29.75 mHa per atom.

Then the reaction A + A2BC ⇌ A2B + AC has zero energy, and one plane touches all four phases. Two triangles have merged into a quadrilateral. The diagram has seven triangles and one quadrilateral, and T = 2i + b − 2 fails as a count of triangles. The general law still holds:

7·(3 − 2) + 1·(4 − 2) = 9.

If A2BC is raised slightly further, the quadrilateral splits along the other diagonal and there are nine triangles again. A has then lost its tie line to A2BC, and the two stacks that begin with A|A2BC are no longer free of reacting contacts. A shift of just over 1.25 mHa per atom in one energy thus removes two of the five stacks but does not change the number of triangles.

As a broader test, 40 random diagrams were examined, containing 61 unstable candidates in all. The formula held in each, with between 4 and 16 triangles. The numerical output lists the phases, triangles and potentials of the model system.

The count can serve as a check on a published or calculated diagram. If the number of triangles differs from 2i + b − 2, then a tie line is missing or superfluous, an unstable phase has been counted, a stable one that appears in the diagram has been left out of the count, or more than three phases share a plane. A stable phase missing from both the diagram and the count goes unnoticed, because the remaining phases obey the formula among themselves. An unstable phase that is both drawn as a corner and counted also goes unnoticed, because the angle count holds for any division into triangles with those corners: a diagram drawn with ABC2 has 11 triangles and matches 2·3 + 7 − 2. Agreement does not show that the tie lines are right, since the five patterns above all pass. The proof given here does not cover phases with a wide range of composition, because these occupy regions of the diagram and the angles around a single point no longer describe them. For such phases the count may or may not hold and needs a separate argument.

Numbers as computed

```
Phases: energy, margin (mHa/atom), angle sum (deg)
  A     g=   0.0  margin= element  angle=60.0
  B     g=   0.0  margin= element  angle=60.0
  C     g=   0.0  margin= element  angle=60.0
  AB    g= -15.0  margin=   5.250  angle=180.0
  A2B   g= -13.0  margin=   3.000  angle=180.0
  AC    g= -40.0  margin=  40.000  angle=180.0
  BC    g= -30.0  margin=  30.000  angle=180.0
  ABC   g= -34.0  margin=   3.333  angle=360.0
  A2BC  g= -31.0  margin=   3.375  angle=360.0
  ABC2  g= -33.0  margin=  -2.000  angle=0.0
stable boundary phases b = 7, stable interior phases i = 2
Triangles and chemical potentials of A, B, C (mHa)
  A + A2B + A2BC        0.00   -39.00   -85.00
  A + AC + A2BC         0.00   -44.00   -80.00
  B + AB + ABC        -30.00     0.00   -72.00
  B + BC + ABC        -42.00     0.00   -60.00
  C + AC + BC         -80.00   -60.00     0.00
  AB + A2B + A2BC      -9.00   -21.00   -85.00
  AB + ABC + A2BC     -22.00    -8.00   -72.00
  AC + BC + ABC       -42.00   -22.00   -38.00
  AC + ABC + A2BC     -22.00   -22.00   -58.00
triangles found = 9, 2i+b-2 = 9
2i+b-2 with the unstable phase wrongly counted = 11
sum of all triangle angles = 1620.0 deg
tie lines: all = 17, interior = 10
pairs of stable phases = 36
mean number of partners per phase = 3.778
partners of A: A2B, AC, A2BC
partners of B: AB, BC, ABC
A and B joined by a tie line: False
single layers stable against both A and B = 0
two-layer stacks between A and B: A2B|AB, AC|BC, AC|ABC, A2BC|AB, A2BC|ABC
AC + B -> ABC: -22.00 mHa = -0.599 eV per formula unit
energies varied by up to 15 percent: 35 of 60 sets keep all phases
different triangle patterns among them = 5
degenerate case: A2BC energy = -29.75 mHa/atom
  triangles = 7, quadrilaterals = 1, sum of (m-2) = 9
random diagrams tested = 40, triangles per diagram from 4 to 16
unstable candidates in them = 61
```
